\section*{Inertial Torque and High-Frequency Nutation of a Uniform Magnet}

\section{Definitions and conventions}

Let $\mathbf m(t)$ be the unit vector along the magnetization of a uniformly magnetized body. The effective field $\mathbf B=B\hat{\mathbf z}$ is constant, with $B>0$, and $\gamma>0$ is the magnitude of the gyromagnetic ratio. The algebra uses atomic units, $\hbar=e=m_e=1$. A frequency is then also an energy, and for an electron spin $\gamma=g/2\approx1$. The equation of motion is
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}+I\,\mathbf m\times\ddot{\mathbf m},\qquad \alpha>0,\quad I>0 .
\label{eq:illg}
\end{equation}
The first term is precession, the second is Gilbert damping with dimensionless $\alpha$, and the third is the inertial torque. Each term must have the dimension of a rate, so $I$ is a time. Its sign relative to the damping term is part of the model and will prove essential. Write
\begin{equation}
\omega_0=\gamma B,\qquad \psi=m_x+i m_y,\qquad b=1-i\alpha .
\end{equation}
A solution $\psi\propto e^{i\omega t}$ turns counterclockwise about the field if $\operatorname{Re}\omega>0$. It decays at the rate $\operatorname{Im}\omega$ if that is positive.

\section{Three lemmas on the full equation}

\paragraph{Lemma 1 (explicit form).} For $|\mathbf m|=1$, equation \eqref{eq:illg} is equivalent to
\begin{equation}
I\ddot{\mathbf m}=-\mathbf m\times\dot{\mathbf m}-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}-I\dot{\mathbf m}^2\,\mathbf m ,
\label{eq:explicit}
\end{equation}
with initial data obeying $|\mathbf m|=1$ and $\mathbf m\cdot\dot{\mathbf m}=0$.

\textit{Proof.} Differentiating $\mathbf m^2=1$ once and twice gives $\mathbf m\cdot\dot{\mathbf m}=0$ and $\mathbf m\cdot\ddot{\mathbf m}=-\dot{\mathbf m}^2$. With $\mathbf m\times(\mathbf m\times\mathbf a)=\mathbf m(\mathbf m\cdot\mathbf a)-\mathbf a$ this means
\begin{equation}
\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m},\qquad
\mathbf m\times(\mathbf m\times\ddot{\mathbf m})=-\dot{\mathbf m}^2\mathbf m-\ddot{\mathbf m}.
\end{equation}
Take the cross product of $\mathbf m$ with \eqref{eq:illg}, insert these two identities and solve for $I\ddot{\mathbf m}$. The result is \eqref{eq:explicit}.

Conversely, let \eqref{eq:explicit} hold and put $q=\mathbf m^2-1$. The scalar product of \eqref{eq:explicit} with $\mathbf m$ removes both cross products, so that
\begin{equation}
\tfrac12\ddot q=\dot{\mathbf m}^2+\mathbf m\cdot\ddot{\mathbf m}=-\dot{\mathbf m}^2 q-\frac{\alpha}{2I}\dot q .
\end{equation}
This is linear and homogeneous in $q$, so $q=\dot q=0$ initially implies $q=0$ later. The cross product of $\mathbf m$ with \eqref{eq:explicit} now gives $I\mathbf m\times\ddot{\mathbf m}=\dot{\mathbf m}+\gamma\mathbf m\times\mathbf B-\alpha\mathbf m\times\dot{\mathbf m}$, which is \eqref{eq:illg}. $\square$

Without inertia the direction $\mathbf m$ alone fixes the later motion. With inertia the velocity must be given as well. These two additional initial data, the tangential components of $\dot{\mathbf m}$, make room for a second mode.

\paragraph{Lemma 2 (energy).} Solutions of \eqref{eq:illg} obey
\begin{equation}
\frac{d}{dt}\left[-\gamma\mathbf B\cdot\mathbf m+\tfrac12 I\dot{\mathbf m}^2\right]=-\alpha\dot{\mathbf m}^2 .
\label{eq:energy}
\end{equation}

\textit{Proof.} Equation \eqref{eq:illg} reads $\dot{\mathbf m}=\mathbf m\times\mathbf A$ with $\mathbf A=-\gamma\mathbf B+\alpha\dot{\mathbf m}+I\ddot{\mathbf m}$. Hence $\dot{\mathbf m}\cdot\mathbf A=0$, that is, $-\gamma\mathbf B\cdot\dot{\mathbf m}+\alpha\dot{\mathbf m}^2+I\dot{\mathbf m}\cdot\ddot{\mathbf m}=0$. The first and last terms form the time derivative in \eqref{eq:energy}. $\square$

The inertial term thus adds a kinetic energy, positive because $I>0$, and damping lowers the total. To obtain the energy of a body of magnetization $M$ and volume $V$, multiply the bracket by the magnitude $S=MV/\gamma$ of its spin angular momentum. The first term then becomes the Zeeman energy $-MV\,\mathbf B\cdot\mathbf m$.

\paragraph{Lemma 3 (free nutation).} For $B=0$ and $\alpha=0$, $\mathbf m$ moves on a cone about a fixed vector $\mathbf J$. If the half-angle is $\beta$, the angular rate is
\begin{equation}
\Omega=\frac{1}{I\cos\beta},\qquad \tan\beta=I|\dot{\mathbf m}| .
\label{eq:cone}
\end{equation}

\textit{Proof.} Let $\mathbf J=\mathbf m-I\mathbf m\times\dot{\mathbf m}$. Since $\dot{\mathbf m}\times\dot{\mathbf m}=0$, its derivative is $\dot{\mathbf m}-I\mathbf m\times\ddot{\mathbf m}$, which vanishes by \eqref{eq:illg}. Next,
\begin{equation}
\mathbf m\times\mathbf J=-I\,\mathbf m\times(\mathbf m\times\dot{\mathbf m})=I\dot{\mathbf m}
\quad\Longrightarrow\quad
\dot{\mathbf m}=-\frac{\mathbf J}{I}\times\mathbf m .
\end{equation}
This is a rotation with angular velocity $-\mathbf J/I$. The two parts of $\mathbf J$ are perpendicular, so $\mathbf m\cdot\mathbf J=1$ and $|\mathbf J|^2=1+I^2\dot{\mathbf m}^2$. Therefore $\cos\beta=1/|\mathbf J|$, which gives both formulas. $\square$

This is the physical origin of the frequency $1/I$. For an electron the spin is opposite to the magnetization, so the conserved angular momentum is $-S\mathbf J$: the spin part $-S\mathbf m$ plus a part $SI\,\mathbf m\times\dot{\mathbf m}$ carried by the motion of $\mathbf m$. When $\mathbf m$ moves, the second part tilts $\mathbf J$ away from $\mathbf m$, and $\mathbf m$ circles $\mathbf J$ without any field. The minus sign in the angular velocity makes the rotation clockwise about $\mathbf J$. If $\mathbf J$ lies near the field direction, this is opposite to precession.

\section{The theorem}

\paragraph{Theorem.} Let $|\psi|\ll1$ and $I|\dot\psi|\ll1$, so that \eqref{eq:illg} may be linearized about $\mathbf m=\hat{\mathbf z}$. The linear equation has two modes $e^{i\omega t}$, with
\begin{equation}
\omega_{p}=\frac{-b+\sqrt{b^2+4I\omega_0}}{2I},\qquad
\omega_{n}=\frac{-b-\sqrt{b^2+4I\omega_0}}{2I},
\label{eq:roots}
\end{equation}
where the square root has positive real part. Both modes decay. As $I\omega_0\to0$ at fixed $\alpha$, the first becomes ordinary damped precession, $\omega_p=\omega_0/b+O(I\omega_0^2)$. The second is a nutation of opposite sense, with
\begin{align}
|\operatorname{Re}\omega_n|&=\frac1I+\frac{\omega_0}{1+\alpha^2}+O(I\omega_0^2),
\label{eq:freq}\\
\operatorname{Im}\omega_n&=\frac{\alpha}{I}-\frac{\alpha\omega_0}{1+\alpha^2}+O(I\omega_0^2).
\label{eq:decay}
\end{align}

\textit{Proof.} To first order $m_z=1$, while $\dot m_z$ and $\ddot m_z$ are of second order. The transverse components of the three torques are
\begin{align}
-\gamma\,\mathbf m\times\mathbf B&\to(-\omega_0m_y,\ \omega_0m_x), &&\text{that is, } i\omega_0\psi,\\
\alpha\,\hat{\mathbf z}\times\dot{\mathbf m}&\to\alpha(-\dot m_y,\ \dot m_x), &&\text{that is, } i\alpha\dot\psi,\\
I\,\hat{\mathbf z}\times\ddot{\mathbf m}&\to I(-\ddot m_y,\ \ddot m_x), &&\text{that is, } iI\ddot\psi .
\end{align}
Thus $\dot\psi=i\omega_0\psi+i\alpha\dot\psi+iI\ddot\psi$. Multiplying by $-i$ and collecting terms gives
\begin{equation}
I\ddot\psi+(\alpha+i)\dot\psi+\omega_0\psi=0 .
\label{eq:linear}
\end{equation}
Insert $\psi\propto e^{i\omega t}$. Then $-I\omega^2+i\alpha\omega-\omega+\omega_0=0$, or
\begin{equation}
I\omega^2+b\,\omega-\omega_0=0 ,
\label{eq:quad}
\end{equation}
whose roots are \eqref{eq:roots}. They are distinct, because $b^2=1-\alpha^2-2i\alpha$ is not real and cannot cancel $4I\omega_0$.

For the decay, divide \eqref{eq:quad} by $\omega$ to get $I\omega+1-i\alpha-\omega_0/\omega=0$. Since $\operatorname{Im}(1/\omega)=-\operatorname{Im}\omega/|\omega|^2$, the imaginary part is
\begin{equation}
\operatorname{Im}\omega\left(I+\frac{\omega_0}{|\omega|^2}\right)=\alpha .
\label{eq:sign}
\end{equation}
The bracket is positive, so $\operatorname{Im}\omega>0$ for both roots.

For the expansion, put $x=I\omega_0/b^2$. Since $\operatorname{Re}b>0$, the chosen root is $b\sqrt{1+4x}$ for small $x$, and $\sqrt{1+4x}=1+2x-2x^2+O(x^3)$. Hence
\begin{equation}
\omega_p=\frac{b}{2I}\left(\sqrt{1+4x}-1\right)=\frac bI\,(x-x^2+\dots)
=\frac{\omega_0}{b}-\frac{I\omega_0^2}{b^3}+\dots
\label{eq:prec}
\end{equation}
By \eqref{eq:quad} the roots sum to $-b/I$, so
\begin{equation}
\omega_n=-\frac bI-\omega_p=-\frac{1-i\alpha}{I}-\frac{\omega_0}{1-i\alpha}+\frac{I\omega_0^2}{(1-i\alpha)^3}+\dots
\label{eq:nut}
\end{equation}
Finally $1/(1-i\alpha)=(1+i\alpha)/(1+\alpha^2)$. The real part of \eqref{eq:nut} is negative and gives \eqref{eq:freq}; the imaginary part gives \eqref{eq:decay}. $\square$

\section{What the conditions do}

\paragraph{Remark 1 (weak damping).} Damping is absent from the leading term of \eqref{eq:freq}. Weak damping is needed for the motion to last. The number of turns in one amplitude decay time is
\begin{equation}
N=\frac{|\operatorname{Re}\omega_n|}{2\pi\operatorname{Im}\omega_n}\approx\frac{1}{2\pi\alpha}.
\label{eq:turns}
\end{equation}
For $\alpha\ll1$ there are many turns. For $\alpha$ near one the frequency is still close to $1/I$, but the motion dies within a fraction of a turn.

\paragraph{Remark 2 (sign of the inertia).} Replace $I$ by $-I$ in \eqref{eq:sign}. For the fast root $|\omega|^2\approx(1+\alpha^2)/I^2$, so the bracket becomes $-I+\omega_0I^2/(1+\alpha^2)$, which is negative for $I\omega_0\ll1$. The fast mode then grows at a rate near $\alpha/I$. In \eqref{eq:energy} the kinetic energy has become negative. In the fast mode it outweighs the field energy when $I\omega_0\ll1$, so that for this mode losing energy means moving faster.

\paragraph{Remark 3 (large inertia).} For $I\omega_0\gg1+\alpha^2$ the square root in \eqref{eq:roots} tends to $2\sqrt{I\omega_0}$, and
\begin{equation}
\omega\approx\pm\sqrt{\omega_0/I}-\frac{1-i\alpha}{2I}.
\end{equation}
The two modes now have nearly equal frequencies and opposite senses, as for a spherical pendulum with a weak gyroscopic force. The field supplies the stiffness and $I$ the mass. The law $1/I$ fails here, because it requires the gyroscopic term in \eqref{eq:linear} to outweigh the field term on the fast time scale.

\paragraph{Proposition (release from rest).} If $\psi(0)=\theta_0$ and $\dot\psi(0)=0$, then $\psi=Ae^{i\omega_pt}+Ce^{i\omega_nt}$ with
\begin{equation}
\frac CA=-\frac{\omega_p}{\omega_n},\qquad \left|\frac CA\right|\approx I\omega_0 .
\label{eq:release}
\end{equation}

\textit{Proof.} The conditions are $A+C=\theta_0$ and $\omega_pA+\omega_nC=0$. The second gives the ratio. To leading order $|\omega_p|=\omega_0/|b|$ and $|\omega_n|=|b|/I$, so its magnitude is $I\omega_0/(1+\alpha^2)$, which is $I\omega_0$ for weak damping. $\square$

The nutation supplies the velocity that cancels the precession velocity at the start. Because it is fast, a small amplitude suffices. If the body instead starts with $\dot\psi(0)=i\omega_p\psi(0)$, then $C=0$ and there is no nutation.

\section{Worked example: a memory-cell free layer}

Consider the circular, perpendicularly magnetized free layer of a magnetic tunnel junction. The parameters are round model values: $B=0.5$ T, $\alpha=0.01$, $I=0.3$ ps, diameter 30 nm, thickness 1.5 nm, $M=1000$ kA/m and temperature 300 K.

The field gives $\omega_0=0.0880$ rad/ps, so the small parameter is $I\omega_0=0.3\times0.0880=0.0264$. The two terms of \eqref{eq:freq}, divided by $2\pi$, are
\begin{equation}
\frac{1}{2\pi I}=0.5305\ \text{THz},\qquad \frac{\omega_0}{2\pi(1+\alpha^2)}\approx0.0140\ \text{THz}.
\end{equation}
Their sum is $0.5445$ THz, and the root \eqref{eq:roots} gives $0.5442$ THz. The corresponding quantum is $0.00225$ eV. Precession lies at $0.0137$ THz, lower by a factor of about 40. Inertia has reduced it from $0.0140$ THz, as the second term of \eqref{eq:prec} requires.

The linearization was tested by integrating the nonlinear equation \eqref{eq:explicit} with the same $B$, $\alpha$ and $I$, from rest at a tilt of $10^{-4}$ rad. Two complex frequencies were extracted from 30 ps of the motion without using \eqref{eq:roots}. Both agreed with the roots within $10^{-4}$ rad/ps, and the nutation again came out at $0.5442$ THz.

The nutation amplitude decays in 30.8 ps, during which it makes 16.7 turns; \eqref{eq:turns} gives 15.9. With $\alpha=1$ and the other inputs held fixed, the frequency is $0.538$ THz, but there is only $0.16$ of a turn per decay time. With the sign of $I$ reversed at $\alpha=0.01$, the fast mode grows at $0.0343$ ps$^{-1}$, close to $\alpha/I=0.0333$ ps$^{-1}$.

With field and damping removed, integrated cones of half-angle $0.02$ and $1.0$ rad have periods of $1.885$ and $1.018$ ps. Their ratio is $0.540=\cos(1.0)$ to the digits shown, as \eqref{eq:cone} predicts; the cosine of $0.02$ rad differs from one by only $0.0002$.

At fixed $B$ and $\alpha$, the product $I|\operatorname{Re}\omega_n|$ is $1.003$, $1.009$, $1.026$ and $1.081$ for $I=0.03$, $0.1$, $0.3$ and $1.0$ ps. The excess over one is close to $I\omega_0$, the field term of \eqref{eq:freq}, and vanishes as $I$ becomes small.

\section{Thermal motion and other neglected effects}

\paragraph{Temperature.} For small tilts, apart from a constant, the energy is $\tfrac12S(\omega_0|\psi|^2+I|\dot\psi|^2)$. The undamped flow preserves volume in the space of $\psi$ and $\dot\psi$: the velocity-dependent term in $\ddot\psi$, $-i\dot\psi/I$, is a rotation without divergence. The Boltzmann distribution is therefore stationary. Each complex variable has two quadratic components, so
\begin{equation}
\langle|\psi|^2\rangle=\frac{2k_BT}{S\omega_0},\qquad
\langle|\dot\psi|^2\rangle=\frac{2k_BT}{SI}.
\end{equation}
Solving $\psi=A+C$ and $\dot\psi=i(\omega_pA+\omega_nC)$ for the nutation amplitude gives $C=(\dot\psi-i\omega_p\psi)/[i(\omega_n-\omega_p)]$. With $\psi$ and $\dot\psi$ uncorrelated and undamped frequencies,
\begin{equation}
\langle|C|^2\rangle=\frac{\langle|\dot\psi|^2\rangle+\omega_p^2\langle|\psi|^2\rangle}{(\omega_n-\omega_p)^2}\approx\frac{2k_BT\,I}{S}.
\end{equation}
If the field comes from uniaxial anisotropy, the barrier is $MVB/2=S\omega_0/2$, here $64\,k_BT$. The rms tilt is then $1/\sqrt{64}=0.125$ rad, and the full expression for $C$ gives an rms nutation cone of $0.0196$ rad.

By comparison, a release from rest at $0.1$ rad leaves a nutation of $0.00245$ rad, eight times smaller. A single release would be hidden by thermal nutation. In the linear model thermal motion of random phase averages out over repeated releases, and the small coherent part remains. Taken alone, the nutation cone raises the frequency by a fraction of about $0.0002$, estimated from \eqref{eq:cone}. The larger thermal tilt acts the other way: it weakens the field term of \eqref{eq:freq}, which lowers the frequency by a fraction of about $I\omega_0\langle|\psi|^2\rangle\approx0.0004$ in a constant field. If the field comes from uniaxial anisotropy, it also decreases with tilt, and the fraction is about twice as large, $0.0008$. The cone alone therefore does not give the sign of the net thermal shift. Both changes are far smaller than the linewidth. The nutation quantum is $0.087\,k_BT$, so a classical description is reasonable at this $I$.

\paragraph{Nonuniform motion.} An exchange energy density $A_{\rm ex}|\nabla\mathbf m|^2$ adds a field $2A_{\rm ex}k^2/M$ for a mode of wavenumber $k$. In a disc of radius $R$ with free edges, the lowest nonuniform mode has $kR$ equal to the first positive zero of $J_1'$. For $A_{\rm ex}=15$ pJ/m this field is $0.452$ T, and the mode nutates $0.0118$ THz above the uniform one. The uniform line has a half-width of $1/(2\pi\times30.8\ \text{ps})=0.0052$ THz, so the two lines are separated by little more than their full width of $0.010$ THz. The nonuniform dipolar field is left out of this estimate. To first order, for a thin disc, it adds about $0.07$ T and raises the separation to about $0.014$ THz.

\paragraph{Memory in the damping.} Suppose the damping torque responds to earlier velocities with weight $e^{-s/\tau}/\tau$, where $s$ is the delay. For $e^{i\omega t}$ this replaces $\alpha$ by $\alpha/(1+i\omega\tau)\approx\alpha-i\alpha\omega\tau$. The term $-i\alpha\omega$ in \eqref{eq:quad} then gains $-\alpha\tau\omega^2$, which lowers the effective inertia to $I-\alpha\tau$. For an assumed $\tau=0.01$ ps the frequency rises by $0.00018$ THz. The lower inertia alone would also raise the decay rate slightly. At the next order in $\omega\tau$, however, the damping itself is reduced, since for real $\omega$ the real part of $\alpha/(1+i\omega\tau)$ is $\alpha/(1+\omega^2\tau^2)$. This effect is the larger one here, and the decay rate falls by a fraction of $0.0008$. To first order in $\omega\tau$ this kernel by itself acts as a negative inertia $-\alpha\tau$, so the positive $I$ of the model must have another origin. The kernel does not produce the growing mode of Remark 2. That mode would lie at $|\omega|\approx1/(\alpha\tau)$, where the expansion in $\omega\tau$ fails, and with $I=0$ and the full kernel the second root is $\omega\approx(\alpha+i)/\tau$, which decays.

\paragraph{Comparison with real cells.} The dimensions, field, damping and magnetization are roughly typical of perpendicular memory cells. The inertia is much less certain. Terahertz experiments on metallic ferromagnetic films have been interpreted with values of roughly tenths of a picosecond, while electronic-structure estimates can lie in the femtosecond range. By \eqref{eq:freq} this uncertainty passes almost entirely into the frequency: $I=0.03$ ps gives $5.32$ THz instead of $0.544$ THz. The quantum is then close to $k_BT$, and the classical treatment becomes doubtful. For $I=1$ fs the formula gives $159$ THz and a quantum of $0.66$ eV, about $25\,k_BT$, so the classical thermal estimates above no longer apply. Real cells also break the assumption of uniform magnetization; the exchange estimate puts the nearest mode about 2\% higher in frequency. Switching carries $\mathbf m$ through large angles, where the linear theorem does not apply. The values used here are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (round model values)
Effective field: 0.5 T
Gilbert damping alpha: 0.01
Inertia I: 0.3 ps
Disc diameter: 30 nm
Disc thickness: 1.5 nm
Magnetization: 1000 kA/m
Exchange stiffness: 15 pJ/m
Temperature: 300 K
Damping memory time: 0.01 ps
Release tilt: 0.1 rad
MODES
w0 = gamma B: 0.08804 rad/ps
Small parameter I*w0: 0.02641
Precession without inertia, w0/(2 pi): 0.01401 THz
Precession with inertia: 0.01366 THz
Leading nutation estimate 1/(2 pi I): 0.5305 THz
Nutation estimate with field term: 0.5445 THz
Nutation from exact root: 0.5442 THz
Nutation from trajectory: 0.5442 THz
Nutation quantum: 0.002251 eV
Nutation amplitude decay time: 30.75 ps
Precession amplitude decay time: 1225 ps
Nutation turns per decay time, alpha = 0.01: 16.74
Nutation turns per decay time, alpha = 1: 0.1634
Nutation frequency at alpha = 1: 0.5376 THz
Growth rate if I has the wrong sign: 0.03429 1/ps
Nutation/precession amplitude after release: 0.0251
Free period at cone half-angle 0.02 rad: 1.885 ps
Free period at cone half-angle 1.0 rad: 1.018 ps
SCAN OF INERTIA
I = 0.03 ps: nutation 5.319 THz, I*|w_n| = 1.0026
I = 0.1 ps: nutation 1.605 THz, I*|w_n| = 1.0087
I = 0.3 ps: nutation 0.5442 THz, I*|w_n| = 1.0257
I = 1.0 ps: nutation 0.1721 THz, I*|w_n| = 1.0814
NEGLECTED EFFECTS
Barrier over kT: 64
Thermal rms tilt: 0.125 rad
Thermal rms nutation cone: 0.0196 rad
Nutation cone after release: 0.00245 rad
Relative frequency rise from thermal cone: 0.00019
Nutation quantum over kT: 0.0871
Exchange field of first nonuniform mode: 0.452 T
Nutation shift of that mode: 0.0118 THz
Nutation shift from damping memory: 0.000177 THz
Relative decay-rate change from memory: -0.00083
\end{verbatim}
